# Barrier Loss under Force: Bell's Line and the Fold Law, part 2

A constant force $F\ge0$ lowers the barrier between a minimum and a saddle. The question is when the barrier can be estimated from the unloaded geometries, and when both points must be found again under load. Energies are in eV, lengths in Å and forces in eV/Å.

Let $\mathbf x$ hold all coordinates, $V$ be the potential energy without load and $q(\mathbf x)$ the smooth coordinate that the force increases. The tilted energy is $W=V-Fq$, with Hessian $H=\nabla^2V-F\nabla^2q$. Labels $m$ and $s$ denote the minimum and the saddle, and a subscript 0 means zero force. The barrier $\Delta=W_s-W_m$ has slope $d\Delta/dF=-(q_s-q_m)$. The well disappears at the critical force $F_c$, and $\varepsilon=F_c-F$.

Let $\chi=\nabla q^{T}H^{-1}\nabla q$. If the unloaded pair has nonsingular Hessians and finite separation $\Delta q_0$ in $q$, then

$$\Delta=\Delta_0-F\Delta q_0+\tfrac12F^2(\chi_m-\chi_s)+O(F^3), \tag{7}$$

with both $\chi$ evaluated at $F=0$. The first two terms are Bell's law.

In one dimension, with $q=x$, the two points meet at $x_c$, where $V'$ has its largest value $F_c$ and $c=V'''(x_c)<0$. This pairwise disappearance is a fold. Near it,

$$\Delta=\int_0^\varepsilon2\sqrt{\frac{2\varepsilon'}{|c|}}\,d\varepsilon'
=\frac{4\sqrt2}{3}\,\frac{\varepsilon^{3/2}}{\sqrt{|c|}} . \tag{4}$$

With $\varepsilon=\eta^2$, the displacements $s=x-x_c$ of the two points obey $s_m(\eta)=s_s(-\eta)$. Their separation is odd in $\eta$, so the relative correction to Eq. (4) is of order $\varepsilon$.

The numerical output also checks the one-dimensional Morse potential $V=D(1-u)^2$, $u=e^{-\alpha x}$, for which $F_c=\alpha D/2$. Its unloaded top is not at finite distance, so Bell's law fails, and the mean slope at small force follows a logarithmic law:

$$\frac{D-\Delta}{F}\simeq\frac1\alpha\left[1+\ln\frac{4F_c}{F}\right].$$

Near $F_c$ its barrier is $\Delta=\frac23Dr^3$ at leading order, with $r=\sqrt{1-F/F_c}$.

### Reducing the fold to one coordinate

Suppose that the followed minimum meets an index-one saddle at $\mathbf x_c$ when $F=F_c$. This may not be the saddle that was lowest at zero force. At the meeting point let $H$ have one simple zero eigenvalue, with unit vector $\mathbf v$, and let all others be positive. Define

$$a=\mathbf v\cdot\nabla q,\qquad c=D^3W[\mathbf v,\mathbf v,\mathbf v],$$

where $c$ is the third derivative of $W$ along $\mathbf v$ at $F_c$. Assume $a\ne0$ and choose the sign of $\mathbf v$ so that $a>0$. Assume also $c<0$; the stationary equation below shows why.

Write $\mathbf x=\mathbf x_c+s\mathbf v+\mathbf y$ with $\mathbf y\perp\mathbf v$. Since $F=F_c-\varepsilon$, the tilted energy is $W(\mathbf x;F_c)+\varepsilon q(\mathbf x)$. In the stiff directions $H$ is invertible, so their stationary equations determine $\mathbf y$ as a smooth function of $s$ and $\varepsilon$. Their lowest terms are $H\mathbf y$, a term in $s^2$ and a term in $\varepsilon$, hence $\mathbf y=O(s^2)+O(\varepsilon)$.

Insert this $\mathbf y$ into $W$ and call the result $g(s,\varepsilon)$. A stationary point of $g$ is one of $W$, because the stiff derivatives already vanish. With $s$ of order $\varepsilon^{1/2}$ and $\mathbf y$ of order $\varepsilon$, the terms have these sizes:

- the soft cubic term $cs^3/6$ and the force term $\varepsilon as$ are of order $\varepsilon^{3/2}$;
- the soft quartic term in $s^4$, the stiff quadratic term, the coupling $s^2\mathbf y$ and the remaining $s$- and $\mathbf y$-dependent parts of $\varepsilon q$ are of order $\varepsilon^2$;
- the mixed quadratic term $s\,\mathbf v^TH\mathbf y$ vanishes because $H\mathbf v=0$.

Thus, apart from a part independent of $s$ that cancels in the barrier,

$$g=a\varepsilon s+\frac c6s^3+O(\varepsilon^2). \tag{8}$$

Its stationary equation at leading order is $a\varepsilon+cs^2/2=0$. For $c<0$ it has two roots when $\varepsilon>0$, that is, below $F_c$. For $c>0$ the pair would exist above $F_c$ and would be created by the load. The roots are

$$s=\mp s_*,\qquad s_*=\sqrt{\frac{2a\varepsilon}{|c|}} .$$

The curvature $cs$ is positive at $-s_*$, the minimum, and negative at $+s_*$, the saddle. Their energy difference is

$$\Delta=2a\varepsilon s_*-\frac{|c|s_*^3}{3}
=2a\varepsilon s_*-\frac23a\varepsilon s_*=\frac43a\varepsilon s_* ,$$

where $|c|s_*^2=2a\varepsilon$ was used. Therefore

$$\Delta=\frac{4\sqrt2}{3}\,\frac{a^{3/2}}{|c|^{1/2}}\,(F_c-F)^{3/2}\,[1+O(F_c-F)]. \tag{9}$$

The correction follows as in one dimension. Put $\varepsilon=\eta^2$ and $s=\eta u$. Then $\eta^{-2}\partial g/\partial s=a+cu^2/2+O(\eta)$ has two smooth roots, and a joint change of sign of $u$ and $\eta$ exchanges them. The energies obey $W_m(\eta)=W_s(-\eta)$, so $\Delta$ is odd in $\eta$ and the $\varepsilon^2$ terms cancel.

For $q=x$ in one dimension, $a=1$ and Eq. (4) returns. A rescaling of $s$ by a factor $\lambda$ multiplies $a$ by $\lambda$ and $c$ by $\lambda^3$, and leaves the prefactor unchanged, as a barrier requires.

### Soft curvature and false convergence

To leading order the lowest Hessian eigenvalue at either point is $\mathbf v^TH\mathbf v=cs$, so

$$\lambda_{m}\simeq+\sqrt{2a|c|\varepsilon},\qquad \lambda_{s}\simeq-\sqrt{2a|c|\varepsilon}. \tag{10}$$

Both searches become soft near the fold. There is also a less visible danger. At the fixed geometry $\mathbf x_c$ the gradient of $W$ is $\varepsilon\nabla q$, on either side of $F_c$. An optimizer whose gradient threshold exceeds $|\varepsilon||\nabla q|$ can accept this geometry as stationary, even above $F_c$, where the pair no longer exists. A threshold somewhat below this value is not yet safe. A small shift in the stiff directions cancels the part of the gradient perpendicular to $\mathbf v$, and at leading order only a part of size $a|\varepsilon|$ remains. The threshold must therefore be well below $a|\varepsilon|$, which is a much stricter condition when $a$ is small.

### When the meeting is not a fold

Symmetry can make both $a$ and $c$ vanish. In dimensionless form, take $q=y$ and

$$V=\frac{y^2}{2}+\frac{(1-y)x^2}{2}-\frac{x^4}{4}.$$

The stationary condition for $y$ gives $y=F+x^2/2$. With $\varepsilon=1-F$, substitution yields

$$W=-\frac{F^2}{2}+\frac{\varepsilon x^2}{2}-\frac{3x^4}{8}.$$

The minimum is at $x=0$, and two saddles lie at $x^2=2\varepsilon/3$. Their barrier is $\varepsilon^2/3-\varepsilon^2/6=\varepsilon^2/6$. The minimum meets two saddles at once, in a pitchfork, and the exponent is 2. A numerical solution confirms that exponent. A small perturbation that breaks the symmetry allows $a$ and $c$ to be nonzero, and the meeting is then an ordinary fold, although the three-halves law is seen only close to it. A term $-10^{-3}x$ added to $V$ lowers the critical force by 0.022, and the local exponent is 1.51 at $10^{-3}$ below the new critical force but 1.80 at 0.1 below it. The test is whether both are nonzero: the soft mode must couple to the load, and the cubic term along it must not vanish.

### A curved valley under load: zero force

The following surface has round parameters and represents no material. With $x$ and $y$ as numbers in Å,

$$V=h(x^2-1)^2+\frac k2\left(y-\frac{x^2}{2}\right)^2,\qquad h=1\ \text{eV},\quad k=4\ \text{eV/Å}^2 .$$

The force increases the distance $q$ from an anchor at $(-4,-1)$ Å. The unloaded minimum is at $(-1,0.5)$ Å and the saddle at the origin, so $\Delta_0=1$ eV. The distances give

$$\Delta q_0=\sqrt{4^2+1^2}-\sqrt{3^2+1.5^2}=4.1231-3.3541=0.7690\ \text{Å}.$$

In units of eV/Å², the Hessian at the minimum has $V_{xx}=12$ and $V_{xy}=V_{yy}=4$. Its determinant is 32, and $\nabla q=(2,1)/\sqrt5$. Hence

$$\chi_m=\frac{4\cdot4-2\cdot4\cdot2+12\cdot1}{5\cdot32}=0.0750\ \text{Å}^2/\text{eV}.$$

At the saddle the Hessian is diagonal with entries $-4$ and $4$, and $\nabla q=(4,1)/\sqrt{17}$:

$$\chi_s=\frac{16/(-4)+1/4}{17}=-0.2206\ \text{Å}^2/\text{eV}.$$

The second derivative of the barrier is $0.2956$ Å²/eV. Finite differences of the barrier reproduce both this value and the slope $-0.7690$ Å. Most of the curvature comes from the saddle, which moves more readily along $q$ than the minimum does.

### The same surface at the fold

Between the unloaded minimum and the saddle, the largest force on the curve of stationary points is $F_c=2.2806$ eV/Å, or 3.654 nN. Solving for a singular Hessian gives the same force. The points meet at $(-0.689,0.469)$ Å, where the stiff eigenvalue is 6.05 eV/Å². The soft vector is $\mathbf v=(0.758,-0.652)$, with

$$a=0.4281,\qquad c=-6.122\ \text{eV/Å}^3 .$$

The soft direction is far from parallel to the pull, hence the small $a$. Equation (9) has the prefactor

$$\frac{4\sqrt2}{3}\,\frac{0.4281^{3/2}}{\sqrt{6.122}}=0.2135\ \text{eV}/(\text{eV/Å})^{3/2}.$$

At $\varepsilon=0.1$, $0.01$ and $0.001$ eV/Å the full barrier divided by the fold law is 1.0174, 1.0018 and 1.0002. The excess falls in proportion to $\varepsilon$, as derived. At $\varepsilon=10^{-4}$ eV/Å the soft eigenvalues are $0.02279$ and $-0.02300$ eV/Å². Half their difference agrees with the value $0.02290$ from Eq. (10).

Gradient flow tests the loss of the well. Started from the minimum at $F_c-0.1$ eV/Å, it settles at $x=-0.728$ Å when the force is 0.02 eV/Å below $F_c$. At 0.02 eV/Å above $F_c$ it runs to the other well, at $x=1.275$ Å.

### The range between the two laws

Barriers are in eV.

| $F/F_c$ | full | Bell | fold law |
|---:|---:|---:|---:|
| 0 | 1.0000 | 1.0000 | 0.7352 |
| 0.10 | 0.8322 | 0.8246 | 0.6277 |
| 0.25 | 0.6085 | 0.5616 | 0.4775 |
| 0.50 | 0.3086 | 0.1231 | 0.2599 |
| 0.75 | 0.1008 | −0.3153 | 0.0919 |
| 0.90 | 0.0242 | −0.5784 | 0.0232 |

Bell's line reaches zero at 1.300 eV/Å, or $0.57F_c$, where a barrier still exists. The fold law extrapolated to zero force has slope $-0.484$ Å instead of $-0.769$ Å, so it does not contain Bell's law. Forcing the cubic form $\Delta_0(1-F/F_c)^{3/2}$ through both end points does not repair this: its initial slope is $-1.5/2.2806=-0.658$ Å.

What matters for a thermal rate is the error relative to $k_BT$, which is 0.02585 eV at 300 K. At $F/F_c=0.25$ Bell's barrier is too low by 0.047 eV, or $1.8k_BT$. This raises the Boltzmann factor about sixfold, although the barrier error is just 8% of the full barrier. At half the critical force the fold law is also too low by $1.9k_BT$.

### Choosing the calculation

The quadratic term in Eq. (7) gives a test that needs no search under load. Its size equals $k_BT$ at

$$F=\sqrt{\frac{2k_BT}{|\chi_m-\chi_s|}}=\sqrt{\frac{2(0.02585)}{0.2956}}=0.418\ \text{eV/Å}.$$

Bell's law should be used well below this force. For an estimated error of $0.1k_BT$ the limit is smaller by $\sqrt{10}$, about 0.13 eV/Å. The Hessians of the unloaded pair suffice for this estimate as long as $\chi_m$ and $\chi_s$ do not nearly cancel. In many dimensions they can cancel: for $V=(x^2-1)^2+(1+3x^2)y^2$ and $q=(x+y)/\sqrt2$, in the same units, both equal $1/8$ Å²/eV, the formula sets no limit, and the higher terms put Bell's barrier off by $0.9k_BT$ at 1 eV/Å. On the surface treated here, adding the quadratic term extends the range. At $F=0.2281$ eV/Å it raises Bell's 0.8246 eV to 0.8323 eV, against the full 0.8322 eV. At larger forces the pair should be followed, each solution serving as the guess for the next force.

Near the fold, $\Delta^{2/3}$ is nearly linear in $F$ and locates $F_c$. A line through the barriers at $\varepsilon=0.1$ and $0.01$ eV/Å misses $F_c$ by about $1\times10^{-4}$ eV/Å. The squared soft eigenvalue of the minimum is also linear at leading order and needs no saddle, but the same two forces give an error of about $2\times10^{-3}$ eV/Å. The difference reflects the corrections: relative order $\varepsilon$ for the barrier, but $\sqrt\varepsilon$ for one eigenvalue.

The full barrier falls to $k_BT$ at 0.238 eV/Å below $F_c$. Closer to the fold, Eq. (9) still describes the surface, but a rate theory that assumes rare escape over a high barrier no longer applies at this temperature. Further values are in the numerical output.

## Values computed for the example and the checks

```
Well height h = 1.0 eV
Valley stiffness k = 4.0 eV/A^2
Anchor = (-4.0, -1.0) A
Zero-force minimum = (-1.0000, 0.5000) A
Zero-force saddle = (0.0000, 0.0000) A
q at minimum, saddle = 3.35410, 4.12311 A
Zero-force barrier = 1.000000 eV
Bell distance dq0 = 0.769004 A
Finite-difference slope at F=0 = -0.769004 A
chi minimum, saddle = 0.075000, -0.220588 A^2/eV
Barrier curvature, formula = 0.295588 A^2/eV
Barrier curvature, differences = 0.295588 A^2/eV
Critical force = 2.280604 eV/A = 3.6539 nN
Fc from singular Hessian = 2.280604 eV/A
Fold point = (-0.68936, 0.46883) A
Stiff eigenvalue at fold = 6.04888 eV/A^2
Null vector v = (0.75783, -0.65246)
a = 0.428109 (dimensionless); c = -6.122023 eV/A^3
Fold prefactor = 0.213471 eV/(eV/A)^1.5
Fold-law slope at F=0 = -0.48356 A
Integral of separation over force = 1.000000 eV
Near fold: eps eV/A | barrier eV | ratio to law | exponent
  1e-01 | 6.868327e-03 | 1.017449 | 1.517036
  1e-02 | 2.138454e-04 | 1.001756 | 1.501751
  1e-03 | 6.751720e-06 | 1.000176 | 1.500176
  1e-04 | 2.134744e-07 | 1.000018 | 1.500018
Soft eigenvalues: eps eV/A | minimum, saddle eV/A^2
  1e-01 | 0.630841, -0.839704
  1e-02 | 0.218638, -0.240041
  1e-03 | 0.071340, -0.073485
  1e-04 | 0.022788, -0.023003
Soft-mode formula at eps=1e-4 eV/A: 0.022895 eV/A^2
F/Fc | F eV/A | full barrier, Bell, fold law (eV)
  0.00 | 0.00000 | 1.000000, 1.000000, 0.735213
  0.02 | 0.04561 | 0.965231, 0.964924, 0.713267
  0.10 | 0.22806 | 0.832229, 0.824621, 0.627736
  0.25 | 0.57015 | 0.608528, 0.561552, 0.477535
  0.50 | 1.14030 | 0.308623, 0.123103, 0.259937
  0.75 | 1.71045 | 0.100777, -0.315345, 0.091902
  0.90 | 2.05254 | 0.024167, -0.578414, 0.023249
  0.99 | 2.25780 | 0.000738, -0.736255, 0.000735
Bell line reaches zero at F = 1.30038 eV/A
kT at 300 K = 0.025852 eV
Quadratic term equals kT at F = 0.41823 eV/A
Full barrier equals kT at Fc-F = 0.23828 eV/A
Flow end x, Fc-0.02 eV/A: -0.72785 A
Flow end x, Fc+0.02 eV/A: 1.27543 A
Morse: F/Fc | mean slope, log law (range units)
  1e-02 | 6.98896, 6.99146
  1e-04 | 11.59661, 11.59663
  1e-06 | 16.20180, 16.20180
Morse fold coefficient = 0.66680 (depth units)
Pitchfork barrier exponent = 2.000000
```
